# Terms of p³ and d³ from the table of M_L and M_S

## Problem

Three electrons occupy the same $nl$ subshell. Let $M_L$ and $M_S$ be the total orbital and spin projections in units of $\hbar$, and let $N(M_L,M_S)$ be the number of independent states with these projections.

(a) Write a generating function for $N(M_L,M_S)$ and use it to construct the tables for $p^3$ and $d^3$. Check that they contain 20 and 120 states.

(b) Find all the terms $^{2S+1}L$ of both configurations, and check the number of states again from the terms.

(c) One term symbol occurs more than once in $d^3$. Identify it, and write down all states of that symbol with $M_L=L$ and $M_S=S$ as combinations of determinants.

(d) Choose an orthogonal basis for these states by asking whether two of the electrons can be found coupled to $^1S$.

## Solution

### (a) The tables

A spin-orbital of the subshell is labelled by $m=-l,\dots,l$ and by a spin projection $\pm\frac12$. By the Pauli principle each is empty or singly occupied, so a basis state is a choice of three different spin-orbitals out of $2(2l+1)$. There are

$$\binom{6}{3}=20\quad (p^3),\qquad \binom{10}{3}=120\quad (d^3)$$

such determinants. To sort them by projection, give each electron a factor $t$, let the exponent of $x$ record $M_L$, and let the exponent of $y$ record $2M_S$:

$$G=\prod_{m=-l}^{l}(1+t\,x^m y)(1+t\,x^m y^{-1}).$$

In each bracket the 1 means "empty" and the other term means "occupied". The coefficient of $t^3x^{M_L}y^{2M_S}$ is therefore $N(M_L,M_S)$.

Let $E_k(x)$ be the sum of $x^{m_1+\dots+m_k}$ over all choices of $k$ different values of $m$. The spin-up brackets multiply to $\sum_k t^ky^kE_k$ and the spin-down brackets to $\sum_k t^ky^{-k}E_k$. The coefficient of $t^3$ is then

$$y^3E_3+y\,E_2E_1+y^{-1}E_1E_2+y^{-3}E_3 .$$

So $E_3$ gives the column $M_S=\frac32$ and $E_2E_1$ gives the column $M_S=\frac12$. The columns with negative $M_S$ are copies of these. Reversing the sign of every $m$ shows that $N$ is also even in $M_L$.

**For $p^3$**, the pairs $(1,0)$, $(1,-1)$, $(0,-1)$ have sums $1,0,-1$, so $E_2=E_1=x+1+x^{-1}$. The one possible triple has sum zero, so $E_3=1$. Multiplying,

$$E_2E_1=x^2+2x+3+2x^{-1}+x^{-2}.$$

| $M_L$ | $M_S=\frac12$ | $M_S=\frac32$ | difference |
|---|---|---|---|
| 2 | 1 | 0 | 1 |
| 1 | 2 | 0 | 2 |
| 0 | 3 | 1 | 2 |

Including negative $M_L$, the two columns hold $3+2(2+1)=9$ states and 1 state. Including negative $M_S$, the total is $2(9+1)=20$.

**For $d^3$**, $E_1=x^2+x+1+x^{-1}+x^{-2}$. The ten pairs of different $m$ are

- sum 3: $(2,1)$; sum 2: $(2,0)$;
- sum 1: $(2,-1),(1,0)$; sum 0: $(2,-2),(1,-1)$;
- the mirror images of the pairs with positive sum.

Hence

$$E_2=x^3+x^2+2x+2+2x^{-1}+x^{-2}+x^{-3}.$$

Choosing three values of $m$ is the same as omitting two. All five values add to zero, so the sum of a triple is minus the sum of the omitted pair. Thus $E_3(x)=E_2(x^{-1})=E_2(x)$.

In the product $E_2E_1$, the coefficient of $x^M$ is the sum of the coefficients of $E_2$ from $x^{M-2}$ to $x^{M+2}$. For $M=5,4,3,2,1,0$ this gives

$$1,\quad 1+1=2,\quad 2+1+1=4,\quad 2+2+1+1=6,$$
$$2+2+2+1+1=8,\quad 1+2+2+2+1=8.$$

| $M_L$ | $M_S=\frac12$ | $M_S=\frac32$ | difference |
|---|---|---|---|
| 5 | 1 | 0 | 1 |
| 4 | 2 | 0 | 2 |
| 3 | 4 | 1 | 3 |
| 2 | 6 | 1 | 5 |
| 1 | 8 | 2 | 6 |
| 0 | 8 | 2 | 6 |

The columns hold $8+2(8+6+4+2+1)=50$ and $2+2(2+1+1)=10$ states, and $2(50+10)=120$.

### (b) The terms

The total operators $\mathbf L$ and $\mathbf S$ treat all electrons alike, so they turn antisymmetric states of the subshell into other such states. They also commute with each other. The space therefore divides into complete terms, each with $(2L+1)(2S+1)$ states. A term places one state in every cell with $|M_L|\le L$ and $|M_S|\le S$, where the projections change in unit steps.

If $k(L,S)$ is the number of terms with given $L$ and $S$, then for non-negative projections

$$N(M_L,M_S)=\sum_{L\ge M_L}\ \sum_{S\ge M_S}k(L,S).$$

Subtracting neighbouring cells removes first the larger $L$, then the larger $S$:

$$k(L,S)=\big[N(L,S)-N(L+1,S)\big]-\big[N(L,S+1)-N(L+1,S+1)\big].$$

For three electrons $S$ is $\frac12$ or $\frac32$. The last column of each table is thus the number of doublets with $L\ge M_L$, and the $M_S=\frac32$ column is the number of quartets with $L\ge M_L$. Each increase on going down a column gives the number of new terms with $L=M_L$.

**$p^3$:** the difference column $1,2,2$ increases by $1,1,0$, giving one $^2D$, one $^2P$ and no $^2S$. The quartet column gives one $^4S$. The terms are

$$^4S,\ {}^2D,\ {}^2P,\qquad 4+10+6=20 .$$

**$d^3$:** the difference column $1,2,3,5,6,6$ increases by $1,1,1,2,1,0$ for $L=5,4,3,2,1,0$. The quartet column, read from $L=3$ down, is $1,1,2,2$ and increases by $1,0,1,0$. The terms are

$$^4F,\ {}^4P,\ {}^2H,\ {}^2G,\ {}^2F,\ {}^2D\ \text{(twice)},\ {}^2P,$$

$$28+12+22+18+14+2\times10+6=120 .$$

The counting relies on the electrons being equivalent. For three $p$ electrons in three different subshells, the Pauli principle would exclude none of the $6^3=216$ combinations, and the list of terms would be longer. Spin-orbit coupling does not change the number of states, but it can mix terms, so that $L$ and $S$ cease to be exact labels.

### (c) The repeated term

The repeated symbol is $^2D$: the number of doublets rises by two, from 3 to 5, between $M_L=3$ and $M_L=2$. We need the states with $M_L=2$, $M_S=\frac12$.

Write $(a,b;c)$ for the determinant $a^\dagger_{a\uparrow}a^\dagger_{b\uparrow}a^\dagger_{c\downarrow}|0\rangle$ with $a>b$. Here $a^\dagger_{m\sigma}$ creates an electron, and different creation operators anticommute. The six determinants in this cell, with coefficients $c_1,\dots,c_6$, are

$$(2,1;-1),\ (2,0;0),\ (2,-1;1),\ (2,-2;2),\ (1,0;1),\ (1,-1;2).$$

A state $\psi$ with $M_L=2$ has $L=2$ if $L_+\psi=0$, because $L^2=L_-L_++L_z^2+L_z$ then gives $L^2\psi=6\psi$. Conversely, a state with $L=M_L=2$ cannot be raised.

For one $d$ electron, $l_+|m\rangle=\sqrt{6-m(m+1)}\,|m+1\rangle$. The factors for $m=-2,-1,0,1$ are $2,\sqrt6,\sqrt6,2$, and $m=2$ gives zero. Raise each electron in turn and drop results with two identical electrons:

$$\begin{aligned}
L_+(2,1;-1)&=\sqrt6\,(2,1;0)\\
L_+(2,0;0)&=\sqrt6\,(2,1;0)+\sqrt6\,(2,0;1)\\
L_+(2,-1;1)&=\sqrt6\,(2,0;1)+2\,(2,-1;2)\\
L_+(2,-2;2)&=2\,(2,-1;2)\\
L_+(1,0;1)&=2\,(2,0;1)+2\,(1,0;2)\\
L_+(1,-1;2)&=2\,(2,-1;2)+\sqrt6\,(1,0;2)
\end{aligned}$$

The order $a>b$ is preserved throughout, so no exchange signs arise. Setting the coefficient of each resulting determinant to zero gives

$$\begin{aligned}
\sqrt6\,(c_1+c_2)&=0, & \sqrt6\,(c_2+c_3)+2c_5&=0,\\
2(c_3+c_4+c_6)&=0, & 2c_5+\sqrt6\,c_6&=0.
\end{aligned}$$

Put $c_1=a$ and $c_6=f$. The first and last equations give $c_2=-a$ and $c_5=-\frac{\sqrt6}{2}f$. The second gives $c_3=-c_2-2c_5/\sqrt6=a+f$, and the third gives $c_4=-c_3-c_6=-a-2f$. Therefore

$$\psi=\left(a,\,-a,\,a+f,\,-a-2f,\,-\tfrac{\sqrt6}{2}f,\,f\right).$$

The spin must also be checked. $S_+$ turns the down electron up, which produces the all-up determinant with $m=2,1,-1$ from $(2,1;-1)$, $(2,-1;1)$ and $(1,-1;2)$. Restoring the descending order takes zero, one and two exchanges respectively, so the signs are $+,-,+$. The other three determinants give zero, since they would contain a repeated orbital. The total coefficient is

$$c_1-c_3+c_6=a-(a+f)+f=0 .$$

Hence $S_+\psi=0$ and $S=M_S=\frac12$. All these states are $^2D$, and the two free constants $a$ and $f$ confirm that there are two such terms.

### (d) A basis distinguished by a pair

Consider the operator

$$P^\dagger=\sum_{m=-2}^{2}(-1)^m a^\dagger_{m\uparrow}a^\dagger_{-m\downarrow}.$$

The pair $P^\dagger|0\rangle$ has $M_L=M_S=0$. Let $\lambda_m=\sqrt{6-m(m+1)}$. In $L_+P^\dagger|0\rangle$, the state $a^\dagger_{m+1\uparrow}a^\dagger_{-m\downarrow}|0\rangle$ arises by raising the up electron, with coefficient $(-1)^m\lambda_m$, and by raising the down electron, with coefficient $(-1)^{m+1}\lambda_{-m-1}$. Since $\lambda_{-m-1}=\lambda_m$, these cancel, and $L=0$.

Similarly, $S_+P^\dagger|0\rangle=\sum_m(-1)^ma^\dagger_{m\uparrow}a^\dagger_{-m\uparrow}|0\rangle=0$, because the terms $m$ and $-m$ cancel by anticommutation and the term $m=0$ vanishes. The pair is therefore $^1S$.

Now add this pair to an electron with $m=2$, spin up. Moving $a^\dagger_{2\uparrow}$ to the front passes two operators and gives no net sign. The term $m=2$ vanishes by the Pauli principle, leaving

$$P^\dagger a^\dagger_{2\uparrow}|0\rangle=-(2,1;-1)+(2,0;0)-(2,-1;1)+(2,-2;2).$$

This is the solution with $a=-1$, $f=0$, and its squared norm is 4. Reversing the overall sign and normalizing,

$$\psi_1=\tfrac12(1,-1,1,-1,0,0),\qquad P^\dagger a^\dagger_{2\uparrow}|0\rangle=-2\psi_1 .$$

Orthogonality of the general solution to $\psi_1$ requires

$$a+a+(a+f)+(a+2f)=4a+3f=0 .$$

Take $a=3$, $f=-4$. The squared norm is $9+9+1+25+24+16=84$, so

$$\psi_2=\frac{1}{\sqrt{84}}\,(3,-3,-1,5,2\sqrt6,-4).$$

In decimals this is $(0.327,-0.327,-0.109,0.546,0.535,-0.436)$.

The operator $P$, the adjoint of $P^\dagger$, removes a $^1S$ pair and leaves $M_L$ and $M_S$ unchanged. Acting on either state it must give $\beta\,a^\dagger_{2\uparrow}|0\rangle$, where $\beta$ is the overlap of $P^\dagger a^\dagger_{2\uparrow}|0\rangle=-2\psi_1$ with that state. Thus $\beta=-2$ for $\psi_1$ and $\beta=0$ for $\psi_2$, and

$$P^\dagger P\,\psi_1=-2P^\dagger a^\dagger_{2\uparrow}|0\rangle=4\psi_1,\qquad P^\dagger P\,\psi_2=0 .$$

In $\psi_2$ no two electrons can be found in $^1S$: this state has no $^1S$ parent in $d^2$. The two terms are said to have seniority 1 and 3, the number of electrons left after all $^1S$ pairs have been removed.

The state $\psi_1$ is not built from the $^1S$ parent alone. The normalized pair operator is $P^\dagger/\sqrt5$, since $P^\dagger|0\rangle$ contains five determinants of unit weight. The mean number of $^1S$ pairs in $\psi_1$ is therefore $4/5$. Three electrons form three pairs, equivalent by antisymmetry, so a given pair is found in $^1S$ with probability $4/15$. Antisymmetrization brings in other parents.

This basis is a choice. Every combination of $\psi_1$ and $\psi_2$ is also $^2D$, so any two orthonormal combinations would serve as a basis. Rotational symmetry does not forbid the electron repulsion from coupling $\psi_1$ to $\psi_2$. The energies of the two terms within $d^3$ follow from a $2\times2$ matrix, whose eigenstates need not be $\psi_1$ and $\psi_2$.

The numerical check compares the term counts with a diagonalization of $L^2$ and $S^2$ among all 20 and 120 determinants, and tests the two explicit states.

## Numbers as computed

```
p^3: number of determinants = 20 states
  ML   N(MS=1/2)   N(MS=3/2)   difference (states)
  2        1           0           1
  1        2           0           2
  0        3           1           2
  term   occurrences   states in all
  4S         1            4
  2D         1           10
  2P         1            6
  sum over terms = 20 states
d^3: number of determinants = 120 states
  ML   N(MS=1/2)   N(MS=3/2)   difference (states)
  5        1           0           1
  4        2           0           2
  3        4           1           3
  2        6           1           5
  1        8           2           6
  0        8           2           6
  term   occurrences   states in all
  4F         1           28
  4P         1           12
  2H         1           22
  2G         1           18
  2F         1           14
  2D         2           20
  2P         1            6
  sum over terms = 120 states
repeated term in d^3: 2D
cell ML=2, MS=1/2: 6 determinants, 4 independent equations, 2 solutions
  (up,up;down)   2D with 1S pair   2D without (amplitudes)
  (2,1;-1)          0.5000            0.3273
  (2,0;0)          -0.5000           -0.3273
  (2,-1;1)          0.5000           -0.1091
  (2,-2;2)         -0.5000            0.5455
  (1,0;1)           0.0000            0.5345
  (1,-1;2)          0.0000           -0.4364
eigenvalues of P+P (dimensionless): 4.0000 and 0.0000
```
